# Coordinate Form of the Specific Mass Shift from a Hypervirial Relation

## Which expectation value to compute

An atomic calculation that includes nuclear recoil must decide how to evaluate the specific mass shift. The direct way needs derivatives of the wave function with respect to two different electrons. The alternative derived here needs averages over electron positions, so the one- and two-electron position densities suffice. The two ways agree for eigenstates. For an approximate function they can differ badly, and for a product function the coordinate form can be worse than leaving the shift out.

Hartree atomic units are used. There are $N$ electrons with positions $\mathbf r_i$ measured from a point nucleus of charge $Z$, and momenta $\mathbf p_i=-i\nabla_i$. The nuclear mass $M$ is in electron masses. With a fixed nucleus,

$$H=\sum_i\frac{p_i^2}{2}+V,\qquad V=-Z\sum_i\frac1{r_i}+\sum_{i<j}\frac1{r_{ij}} .$$

Define $\mathbf R=\sum_i\mathbf r_i$ and $\mathbf P=\sum_i\mathbf p_i$. For a normalized bound eigenstate of $H$, below the ionization threshold, the result is

$$\boxed{\;\langle P^2\rangle=W,\qquad W\equiv Z\sum_{i,j}\left\langle\frac{\mathbf r_i\cdot\mathbf r_j}{r_i^3}\right\rangle\;}\tag{1}$$

The double sum includes $i=j$. Those terms equal $Z\sum_i\langle1/r_i\rangle$, and (1) is false without them.

## Where $P^2$ comes from

Let $\mathbf X_0$ be the position of the nucleus and $\mathbf X_i=\mathbf X_0+\mathbf r_i$ those of the electrons. Moving the nucleus at fixed $\mathbf X_i$ changes every $\mathbf r_i$ by the opposite amount, so by the chain rule

$$\left.\frac{\partial}{\partial\mathbf X_0}\right|_{\mathbf X_i}
=\left.\frac{\partial}{\partial\mathbf X_0}\right|_{\mathbf r_i}-\sum_i\nabla_i .$$

In the rest frame of the atom the wave function depends on the $\mathbf r_i$ alone, and the first term on the right gives zero. The nuclear momentum is then $-\mathbf P$, and its kinetic energy is $P^2/(2M)$:

$$H_M=H+\frac{P^2}{2M},\qquad
P^2=\sum_i p_i^2+2\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .\tag{2}$$

To first order in $1/M$, the energy shift is the expectation of the added term in the fixed-nucleus state:

$$\Delta E=\frac{\langle P^2\rangle}{2M}
=\frac{1}{2M}\sum_i\langle p_i^2\rangle+\frac{S}{M},\qquad
S=\sum_{i<j}\langle\mathbf p_i\cdot\mathbf p_j\rangle .\tag{3}$$

The first part is the normal shift and the second is the specific shift, also called mass polarization. Equation (1) therefore gives the whole first-order recoil shift as $W/(2M)$.

## The commutator

Let $a,b$ label Cartesian components, with repeated components summed. The potential commutes with $\mathbf R$. Since $[p_{ib},R_a]=-i\delta_{ab}$,

$$[H,R_a]=\frac12\sum_i\left(p_{ib}[p_{ib},R_a]+[p_{ib},R_a]p_{ib}\right)
=-i\sum_ip_{ia}=-iP_a .\tag{4}$$

The kinetic energy commutes with $\mathbf P$. For a function of position, $[V,p_{ja}]=i\,\partial V/\partial r_{ja}$, so

$$[H,\mathbf P]=i\sum_j\nabla_jV .$$

The electron repulsion depends on differences of positions. A common displacement leaves it unchanged, which means $(\nabla_i+\nabla_j)(1/r_{ij})=0$. The nuclear attraction remains, and $\nabla_j(-Z/r_j)=Z\mathbf r_j/r_j^3$ gives

$$[H,\mathbf P]=iZ\sum_j\frac{\mathbf r_j}{r_j^3}.\tag{5}$$

The product rule, with the order of factors kept, yields

$$[H,\mathbf R\cdot\mathbf P]=[H,\mathbf R]\cdot\mathbf P+\mathbf R\cdot[H,\mathbf P]
=-iP^2+iZ\,\mathbf R\cdot\sum_j\frac{\mathbf r_j}{r_j^3}.\tag{6}$$

The operator $\mathbf R\cdot\mathbf P$ is not Hermitian. Because $\mathbf R\cdot\mathbf P-\mathbf P\cdot\mathbf R=3iN$, its symmetrized form is $\mathbf R\cdot\mathbf P-3iN/2$. The constant commutes with $H$, so (6) is unaffected.

## Why the expectation of the commutator vanishes

Let $H\psi=E\psi$ and $\phi=\mathbf R\cdot\mathbf P\psi$. Away from particle coincidences, $\mathbf R\cdot\mathbf P(H-E)\psi=0$, so

$$(H-E)\phi=[H,\mathbf R\cdot\mathbf P]\psi .$$

Multiply by $\psi^*$ and integrate. Moving $H-E$ onto $\psi^*$ gives zero plus the surface terms of Green's theorem, which have the form

$$-\frac12\oint\left(\psi^*\nabla\phi-\phi\nabla\psi^*\right)\cdot d\mathbf A .$$

These terms need checking because $\phi$ is less smooth than $\psi$. Near $\mathbf r_j=0$, with the other electrons elsewhere, the nuclear cusp gives

$$\psi\simeq\psi_0(1-Zr_j)+\mathbf a\cdot\mathbf r_j ,$$

where $\psi_0$ and $\mathbf a$ depend on the other positions. Hence $\mathbf P\psi$ contains $iZ\psi_0\,\mathbf r_j/r_j$, whose value at the nucleus depends on the direction of approach. It follows that $\phi$ is bounded there, while $\nabla_j\phi$ grows as $1/r_j$. On a sphere of radius $\varepsilon$ the area is $4\pi\varepsilon^2$, so the surface term is at most of order $\varepsilon$ and vanishes. The right side of (6) grows as $1/r_j^2$, which is integrable with the volume element $r_j^2dr_j$, so the excluded ball also contributes nothing.

Where two electrons meet, the cusp is in $r_{ij}$, and $\mathbf P$ does not differentiate $r_{ij}$. There $\phi$ has a bounded gradient, and the surface term is at most of order $\varepsilon^2$. If two electrons meet at the nucleus, the enclosing surface in six dimensions shrinks as $\varepsilon^5$, against a gradient with integrable $1/r_j$ growth. Larger coincidences have still smaller surfaces. At infinity the bound state decays exponentially.

Thus $\langle[H,\mathbf R\cdot\mathbf P]\rangle=0$. Taking the expectation of (6) and dividing by $-i$,

$$0=\langle P^2\rangle-Z\left\langle\mathbf R\cdot\sum_j\frac{\mathbf r_j}{r_j^3}\right\rangle .$$

Writing out $\mathbf R=\sum_i\mathbf r_i$ and exchanging the names of the summation indices gives (1). Physically, the mean squared total momentum is balanced by the pull of the nucleus projected on the total position. Forces between electrons cancel in that total.

## Separating the specific shift

The ordinary virial theorem uses $G=\sum_i\mathbf r_i\cdot\mathbf p_i$. The same commutators give

$$[H,G]=-i\sum_ip_i^2+i\sum_i\mathbf r_i\cdot\nabla_iV .$$

Every term of $V$ scales as an inverse length, so $\sum_i\mathbf r_i\cdot\nabla_iV=-V$. In an eigenstate $\langle[H,G]\rangle=0$, and therefore

$$\sum_i\langle p_i^2\rangle=-\langle V\rangle
=Z\sum_i\left\langle\frac1{r_i}\right\rangle-\sum_{i<j}\left\langle\frac1{r_{ij}}\right\rangle .\tag{7}$$

From (2), $2S=\langle P^2\rangle-\sum_i\langle p_i^2\rangle$. Insert (1), with its diagonal part separated, and (7):

$$2S=Z\sum_i\left\langle\frac1{r_i}\right\rangle
+Z\sum_{i\ne j}\left\langle\frac{\mathbf r_i\cdot\mathbf r_j}{r_i^3}\right\rangle
-Z\sum_i\left\langle\frac1{r_i}\right\rangle
+\sum_{i<j}\left\langle\frac1{r_{ij}}\right\rangle .$$

The one-electron terms cancel, leaving

$$\boxed{\;S=\frac12\left[Z\sum_{i\ne j}\left\langle\frac{\mathbf r_i\cdot\mathbf r_j}{r_i^3}\right\rangle
+\sum_{i<j}\left\langle\frac1{r_{ij}}\right\rangle\right]\;}\tag{8}$$

The sum over $i\ne j$ counts ordered pairs, while the repulsion sum counts each pair once. For two electrons, exchange symmetry reduces (8) to $S=Z\langle\mathbf r_1\cdot\mathbf r_2/r_1^3\rangle+\tfrac12\langle1/r_{12}\rangle$.

There is also a form containing the energy. Equation (7) gives $E=\tfrac12\sum_i\langle p_i^2\rangle+\langle V\rangle=-\tfrac12\sum_i\langle p_i^2\rangle$, so

$$S=E+\tfrac12W .\tag{9}$$

Two simple cases check the structure. For $N=1$ there are no pairs, $S=0$, and (1) becomes $\langle p^2\rangle=Z\langle1/r\rangle$. If the nuclear attraction is replaced by a harmonic well $\tfrac12\omega^2r_i^2$, its gradient is $\omega^2\mathbf r_i$, and the same argument gives $\langle P^2\rangle=\omega^2\langle R^2\rangle$ whatever the repulsion. This is the equality of mean kinetic and potential energy for the centre of mass of the electrons: $\langle P^2\rangle/(2N)=\tfrac12N\omega^2\langle(\mathbf R/N)^2\rangle$.

The harmonic case also shows what changes for another local one-electron potential $u(r)$, such as that of an extended nucleus. The right side of (1) becomes $\langle\mathbf R\cdot\sum_j\nabla_ju(r_j)\rangle$. Equations (8) and (9) must then be rederived, since (7) used Coulomb scaling.

## Approximate functions and a diagnostic

For a normalized trial function, define two residuals:

$$D=W-\langle P^2\rangle,\qquad
v=-\langle V\rangle-\sum_i\langle p_i^2\rangle .$$

Both vanish for an eigenstate. Let $S_p$ be the value from momenta, $S_c$ that from (8), and $S_E$ that from (9). By definition $2S_p=\langle P^2\rangle-\sum_i\langle p_i^2\rangle$, while the right side of (8) is $2S_c=W+\langle V\rangle$. Subtracting,

$$S_c-S_p=\tfrac12\left[W-\langle P^2\rangle+\langle V\rangle+\sum_i\langle p_i^2\rangle\right]=\tfrac12(D-v).\tag{10}$$

Likewise, $E=\tfrac12\sum_i\langle p_i^2\rangle+\langle V\rangle$ gives $S_E-S_p=\tfrac12D+\sum_i\langle p_i^2\rangle+\langle V\rangle=\tfrac12D-v$. A code that evaluates both sides of (1) and of (7) can thus attribute a disagreement to its source. Small residuals are necessary for an accurate state, but they do not bound the error of $S$.

Consider a product $f(r_1)f(r_2)$ of two equal, real s orbitals. Since $\langle\mathbf p\rangle=0$ in each orbital, $S_p=0$. Since $\langle\mathbf r_2\rangle=0$, the pair term in (8) also vanishes, but the repulsion remains:

$$S_c=\tfrac12\langle1/r_{12}\rangle>0 .\tag{11}$$

The closed-shell Hartree–Fock function of helium is of this kind. Satisfying the virial theorem does not help. Uniform scaling keeps a product a product, so optimizing the orbital can enforce $v=0$. The operator $\mathbf R\cdot\mathbf P$ contains $\mathbf r_1\cdot\mathbf p_2$, which leads out of the set of products, and nothing enforces $D=0$.

For $f=e^{-\zeta r}$ with $\zeta=1.6875$, the two sides of (1) are $5.6953$ and $6.7500$. Here $v=0$, so $S_c=\tfrac12(6.7500-5.6953)=0.5273$. The correlated value found below is $0.159$. The momentum form misses this contribution entirely, and the coordinate form overestimates it more than threefold.

## Helium, term by term

The correlated functions are sums of terms $r_1^ar_2^br_{12}^c\,e^{-\alpha r_1-\beta r_2}$ with exchange symmetry and $a+b+c\le\Omega$, where $\Omega$ sets the basis size. The left side of (1) comes from gradients, and the right side from a position average. For the helium ground state (momentum squared in atomic units):

| $\Omega$ | functions | $E$ (hartree) | $\langle P^2\rangle$ | $W$ |
|---:|---:|---:|---:|---:|
| 1 | 4 | −2.901328 | 6.16921 | 5.95169 |
| 3 | 20 | −2.903647 | 6.12493 | 6.12288 |
| 5 | 56 | −2.903716 | 6.12550 | 6.12567 |
| 7 | 120 | −2.903723 | 6.12557 | 6.12565 |

The residual $D$ falls in magnitude from $0.218$ to $8\times10^{-5}$ and changes sign on the way, so neither side is always the larger. At $\Omega=3$ both sides lie below both values at $\Omega=7$, so the two sides need not bracket the answer. With four functions the energy is already within $0.0024$ hartree of the largest calculation, yet $D$ is large. A good energy alone does not establish that (1) is well satisfied.

At $\Omega=7$, the terms of (8) are $-0.627604$ from the pair average, including $Z$, and $0.945819$ from the repulsion:

$$S_c=\tfrac12(-0.627604+0.945819)=0.15911 .$$

The gradients give $S_p=0.15907$. The diagnostic (10) accounts for the difference: $D=7.8\times10^{-5}$ and $v=6.753253-0.945819-5.807423=1.1\times10^{-5}$, so $\tfrac12(D-v)=3.3\times10^{-5}$, as found. The energy form gives $-2.903723+\tfrac12(6.125649)=0.15910$. These digits belong to the $\Omega=7$ basis. In a larger basis the pair average moves by about $8\times10^{-5}$ to $-0.62768$, $\sum_i\langle p_i^2\rangle$ moves to $5.80745$, both sides of (1) reach $6.12559$, and all three forms of $S$ reach $0.15907$. At $\Omega=7$ the momentum form is therefore the nearer one, and $S_c$ is too high by about $4\times10^{-5}$. The four-digit helium-4 shifts given below are not affected.

The negative pair average means that, in the average of $\mathbf r_i\cdot\mathbf r_j/r_i^3$, the negative contributions, from electrons on opposite sides of the nucleus, outweigh the positive ones. The momentum correlation is nevertheless positive, because the repulsion term is larger. The sign of $S$ cannot be read from the pair average alone.

The same comparison for two other states, of which the triplet shows the effect of cancellation:

| state | $\langle P^2\rangle$ | $W$ | $S_p$ | $S_c$ |
|---|---:|---:|---:|---:|
| He $2\,{}^3S$ | 4.36534 | 4.36536 | 0.007442 | 0.007449 |
| Li⁺ $1\,{}^1S$ | 15.13777 | 15.13787 | 0.288984 | 0.289029 |

In the triplet, $S_c=\tfrac12(-0.253299+0.268198)$ is the small difference of two much larger terms. The two values of $S$ differ by only $7\times10^{-6}$, but this is about $0.1\%$ of $S_p$, against $0.02\%$ in the helium ground state. The last digits of this table are also basis-dependent. In larger bases both forms reach $0.007442$ for the triplet and about $0.288976$ for Li⁺. The tabulated $S_c$ is thus too high by $7\times10^{-6}$ and $5\times10^{-5}$ respectively, while $S_p$ is within $1\times10^{-5}$ in both cases.

For all three states, the tests require both sides of (1), (7) and (8) to agree within $3\times10^{-4}$ atomic units. They also compare $S_c$ with the slope of the lowest energy when $\lambda\,\mathbf p_1\cdot\mathbf p_2$ is added to $H$. The slope agrees with $S_p$ to the printed digits. That agreement is no separate evidence of basis convergence: in a fixed linear basis the energy is stationary in the coefficients, so its derivative is the expectation of the added operator. The comparison with $S_c$ is the informative one. The commutator behind (6), including the cancellation of the repulsion, is tested for three electrons on an explicit function; both sides give $-0.6159036498$.

For helium-4, $M=7294.30$. The first-order shifts of the ground-state level are

$$\frac{5.807423}{2M}=3.981\times10^{-4}\ \text{hartree}\quad\text{(normal)},$$

$$\frac{S_c}{M}=\frac{0.15911}{7294.30}=2.181\times10^{-5}\ \text{hartree}=4.79\ \text{cm}^{-1}\quad\text{(specific)},$$

and $W/(2M)=4.199\times10^{-4}$ hartree in total. All are positive, so recoil raises the level. These values leave out relativity, radiative effects, nuclear size and recoil beyond first order.

## Points for implementation

**Finite-mass eigenfunctions.** If the state is an eigenstate of $H_M$, equation (1) changes. Since $[P_b,R_a]=-iN\delta_{ab}$, the recoil term adds $[P^2/(2M),R_a]=-iNP_a/M$ to (4). It commutes with $\mathbf P$, so (5) is unchanged, and the same surface estimates give

$$\left(1+\frac NM\right)\langle P^2\rangle_M=W_M .\tag{12}$$

The subscript marks averages in the eigenstate of $H_M$. In a model with $Z=2$, $N=2$ and an artificially light nucleus, $M=10$, the output gives $\langle P^2\rangle_M=4.8957$. Multiplication by $1.2$ gives $5.8748$, and the coordinate side is $5.8749$. Using (1) here would misjudge $\langle P^2\rangle_M$ by $20\%$. For the first-order shift (3), use fixed-nucleus eigenfunctions with (1) and (8).

**Reduced-mass units.** By (2), the one-electron part of the recoil term changes the electron mass to $\mu=M/(M+1)$. Putting $\mathbf r=\boldsymbol\rho/\mu$ and $\mathbf p=\mu\boldsymbol\pi$ turns $p^2/(2\mu)$ into $\mu\pi^2/2$, multiplies the Coulomb potential by $\mu$, and turns $\mathbf p_i\cdot\mathbf p_j/M$ into $\mu^2\boldsymbol\pi_i\cdot\boldsymbol\pi_j/M$. A code in these units gives the fixed-nucleus number $E$ in units of $\mu$ hartree. Converted to hartree, this is $\mu E$, which already contains the normal shift. The specific part to add is then $\mu^2S/M$ in hartree, not the total $W/(2M)$. The factor $\mu^2$ differs from one at order $1/M$, so it affects the shift at second order.

**Integration near the nucleus.** The pair integrand grows as $1/r_i^2$. In deterministic quadrature, the factor $r_i^2$ of the volume element should be combined with it analytically. In Monte Carlo sampling of $|\psi|^2$, the mean exists, but the mean square contains $\int r_i^{-4}r_i^2\,dr_i$, which diverges at the nucleus whenever $\psi$ does not vanish there. The plain estimator then has infinite variance, and its usual error bar is meaningless. The leading term is odd under $\mathbf r_i\to-\mathbf r_i$, so averaging over directions on small spheres before sampling the radius removes it.

**Choice of form.** With a well-converged correlated function, evaluate both $S_p$ and $S_c$ and report $D$ and $v$. If either $D$ or $v$ is not small compared with $S$, the coordinate form should not be used. A small $D$ alone is not enough: the helium product $e^{-\zeta(r_1+r_2)}$ with $\zeta=Z=2$ has $W=\langle P^2\rangle=8$, so $D=0$, while $v=-1.25$ and $S_c=0.625$. The numerical output lists the individual terms for checking an implementation.

## Calculated quantities

```
Three-electron commutator on test function, left  = -0.6159036498 a.u.
Three-electron commutator on test function, right = -0.6159036498 a.u.
He ground state, exponents alpha = 2.2, beta = 1.4 (1/bohr)
omega, functions, E (hartree), <P^2> (a.u.), coordinate side (a.u.)
  1     4  -2.90132797  6.1692068  5.9516864
  3    20  -2.90364654  6.1249326  6.1228777
  5    56  -2.90371592  6.1254959  6.1256737
  7   120  -2.90372290  6.1255704  6.1256486
He 1 1S: E = -2.9037229 hartree
  <P^2> = 6.125570, coordinate side = 6.125649 a.u.
  Z sum<1/r_i> = 6.753253, i != j part = -0.627604 a.u.
  sum<p_i^2> = 5.807423, <1/r12> = 0.945819 a.u.
  <p1.p2>: gradients 0.159074, coordinates 0.159107, slope 0.159074 a.u.
He 2 3S: E = -2.1752293 hartree
  <P^2> = 4.365343, coordinate side = 4.365357 a.u.
  Z sum<1/r_i> = 4.618656, i != j part = -0.253299 a.u.
  sum<p_i^2> = 4.350458, <1/r12> = 0.268198 a.u.
  <p1.p2>: gradients 0.007442, coordinates 0.007449, slope 0.007442 a.u.
Li+ 1 1S: E = -7.2799119 hartree
  <P^2> = 15.137768, coordinate side = 15.137870 a.u.
  Z sum<1/r_i> = 16.127533, i != j part = -0.989662 a.u.
  sum<p_i^2> = 14.559800, <1/r12> = 1.567721 a.u.
  <p1.p2>: gradients 0.288984, coordinates 0.289029, slope 0.288984 a.u.
Model Z = 2 with M = 10 electron masses:
  <P^2> = 4.89570, (1+2/M)<P^2> = 5.87484, coordinate side = 5.87488 a.u.
He product function exp[-zeta(r1+r2)], zeta = 1.6875 1/bohr:
  <P^2> = 5.695312, coordinate side = 6.750000 a.u.
  <p1.p2>: gradients 0.000000, coordinate form 0.527344 a.u.
Helium-4 nuclear mass M = 7294.2995 electron masses
Normal first-order shift   = 3.980795e-04 hartree
Specific first-order shift = 2.181253e-05 hartree
Specific first-order shift = 4.7873 cm^-1
Total first-order shift    = 4.198929e-04 hartree
```
